# Random sequential film cracking and the jammed mean spacing

## The physical problem

A thin brittle coating on a polymer film is stretched. Parallel cracks appear across it, each relieving the stress in the coating nearby, so that the next crack must form some distance away. When every remaining segment is too short to crack, the pattern is saturated. What is its mean spacing, and how accurately can a simulation give it?

Consider a coating of thickness \(h\), with tensile stress \(\sigma(x)\) at distance \(x\) from a crack. The crack face carries no load, so \(\sigma(0)=0\). The interface yields at shear stress \(\tau\). Force balance on a slice of coating, per unit width, gives

\[
h\,\frac{d\sigma}{dx}=\tau,\qquad \sigma(x)=\frac{\tau x}{h}.
\]

If the coating has one strength \(\sigma_f\), this stress reaches it at

\[
d=\frac{\sigma_f h}{\tau}.
\]

This is the exclusion distance: the least allowed distance between two cracks. The width blocked by one crack, counting both sides, is \(2d\). A segment of length \(L<2d\) has its largest stress at its middle, \(\tau L/(2h)<\sigma_f\), and cannot crack however far the substrate is stretched, as long as \(\tau\) stays fixed.

The model adds one assumption: each new crack is placed uniformly at random among all points at least \(d\) from every existing crack. This describes a coating on a stress plateau at \(\sigma_f\) with no preferred site. The film ends are free edges, hence stress-free, and count as cracks.

Attach to each crack a car of length \(d\) extending to its right. Two cars do not overlap if and only if their cracks are at least \(d\) apart, so this is Renyi's parking problem. Lengths are measured in units of \(d\) from here until the worked example. No atomic constant enters, so the algebra is the same in any system of units.

## Two algorithms

The direct algorithm tries uniformly random points on the whole film and rejects those closer than 1 to a crack or an edge. It follows the physical rule, but near saturation almost every attempt fails.

The splitting algorithm avoids the rejections:

1. Start with one segment, the whole film.
2. Take any segment of length \(s\ge2\). Draw \(u\) uniformly on \([1,s-1]\) and replace the segment by two, of lengths \(u\) and \(s-u\).
3. Stop when all segments are shorter than 2.

Both algorithms give the same distribution of final states. The first accepted attempt inside a segment is uniform over its allowed interval, whatever happens in other segments and whenever it occurs. Disjoint segments therefore evolve independently, and the order in which they are treated affects the history but not the final law. Each random number produces one crack, so the work grows linearly with film length.

## Finite films

Let \(K(L)\) be the mean final number of segments in a film of length \(L\ge1\). For \(L<2\) no crack fits and \(K=1\). Otherwise the first crack leaves two independent films:

\[
K(L)=\frac{1}{L-2}\int_1^{L-1}\![K(u)+K(L-u)]\,du
=\frac{2}{L-2}\int_1^{L-1}\!K(u)\,du .
\]

The two terms are equal because \(u\to L-u\) maps the interval onto itself. Try \(K=mL\):

\[
\frac{2m}{L-2}\,\frac{(L-1)^2-1}{2}
=\frac{m\,L(L-2)}{L-2}=mL .
\]

A linear law satisfies the equation for any \(m\). A constant \(c\) does not, since the right side would return \(2c\). This suggests that \(K\) approaches \(mL\) without a constant offset, although the starting values \(K=1\) are not of that form.

The first intervals can be done by hand. For \(2\le L<3\) the integrand is 1 and \(K=2\). For \(3\le L\le4\),

\[
K=\frac{2}{L-2}\left[1+2(L-3)\right]=\frac{4L-10}{L-2},
\]

so \(K(4)=3\) and \(L/K=1.33333\). Numerical solution of the integral equation gives \(L/K=1.33777\) at \(L=6\) and 1.33762 at \(L=12\). Edge effects are thus already below the printed digits for a film of twelve exclusion distances.

This fast convergence depends on counting segments. There is one crack fewer than there are segments, and dividing by the number of cracks would give

\[
\frac{L}{mL-1}\simeq\frac1m\left(1+\frac{1}{mL}\right),
\]

with a relative error that falls only as \(1/L\).

## The value of the constant

Let \(t\) be the number of attempts per unit length in the direct algorithm, and \(G(s,t)\,ds\) the number of segments per unit length of film with length between \(s\) and \(s+ds\). A segment with \(s\ge2\) is broken at rate \(s-2\), the length of its allowed interval. A segment \(s'\ge s+1\) can produce one of length \(s\) at its left or its right end. Hence, for an infinite film,

\[
\frac{\partial G}{\partial t}=-(s-2)_+\,G+2\int_{s+1}^{\infty}G(s',t)\,ds' ,
\]

where \((\cdot)_+\) is zero for negative argument. For \(s\ge2\) try \(G=a(t)e^{-(s-2)t}\). The time derivative is \([a'-(s-2)a]e^{-(s-2)t}\), and its second part cancels the loss term. The gain is

\[
2a\int_{s+1}^{\infty}e^{-(s'-2)t}ds'=\frac{2a}{t}\,e^{-(s-1)t}
=\frac{2a\,e^{-t}}{t}\,e^{-(s-2)t}.
\]

What remains is

\[
\frac{a'}{a}=\frac{2e^{-t}}{t}=\frac2t-\frac{2(1-e^{-t})}{t}.
\]

Integration gives \(a=Ct^2F(t)\), with

\[
F(t)=e^{-2\,\mathrm{Ein}(t)},\qquad
\mathrm{Ein}(t)=\int_0^t\frac{1-e^{-u}}{u}\,du .
\]

The constant follows from the fact that the segments cover the film, \(\int sG\,ds=1\). As \(t\to0\) the segments are long, \(G\to Ct^2e^{-st}\), and the integral tends to \(C\). So \(C=1\).

Let \(n\) be the number of cracks per unit length. It grows at the rate at which segments are broken, per unit length of film:

\[
\frac{dn}{dt}=\int_2^\infty(s-2)\,G\,ds=\frac{a}{t^2}=F(t),
\qquad m=n(\infty)=\int_0^\infty F(t)\,dt .
\]

Quadrature gives \(m=0.7475979\), and the mean spacing is

\[
\frac1m=1.33762\quad\text{exclusion distances.}
\]

## Error analysis

**Stopping early.** For large \(t\), \(\mathrm{Ein}(t)\to\gamma+\ln t\), where \(\gamma\) is Euler's constant. Then \(F\to e^{-2\gamma}/t^2\), and integrating the tail gives

\[
m-n(t)\simeq\frac{e^{-2\gamma}}{t}=\frac{0.3152}{t}.
\]

The direct algorithm comes within 1% of the jammed density at \(t=0.3152/(0.01\times0.7476)=42.2\) attempts per exclusion distance. Since \(dn/dt\) is also the chance that an attempt succeeds, that chance has then dropped to \(0.3152/42.2^2\approx2\times10^{-4}\). The same tail governs the quadrature: cutting the integral at \(T\) loses \(0.3152/T\). The variable \(z=\ln t\) turns the algebraic tail into an exponential one.

A direct run on a film of length 20 000 gave densities 0.4705, 0.6815 and 0.7310 at \(t=1\), 5 and 20; the formula gives 0.4714, 0.6846 and 0.7318. The largest difference is 0.5% of the density. The statistical error of this single run was not estimated.

**Sampling error.** Forty films of length 100 000, run to jamming by splitting, gave a mean spacing of \(1.33768\pm0.00017\). The uncertainty is the standard error over the films. The difference from \(1/m\), 0.00006, is about a third of it.

The standard deviation of individual spacings is 0.2818. If spacings were independent, the mean of \(N\) of them would have standard error \(0.2818/\sqrt N\). Here \(N\approx40\times10^5\times0.7476=3.0\times10^6\), which gives 0.00016, close to the measured value. It is slightly too small, because the spacings are weakly correlated: the variance of the number of segments is about 15% larger than independence would give. For a relative standard error of 1%, the independent-spacing estimate is

\[
N\approx\left(\frac{0.2818}{0.01\times1.3376}\right)^2\approx440
\]

segments, and the correlation raises this to about 510.

**Bias of the ratio.** Averaging \(L/N\) over films is not the same as dividing \(L\) by the mean of \(N\). Expanding \(1/N\) about its mean \(\bar N\), the linear term averages to zero, and the quadratic term leaves a relative bias \(\mathrm{Var}(N)/\bar N^2\). The relative scatter of one film is \(0.00017\sqrt{40}/1.338\approx8\times10^{-4}\), so the bias is about \(6\times10^{-7}\), negligible here. For short films it should be checked.

## The distribution of spacings

The mean alone does not test the placement rule fully. For \(1<s<2\) segments are created but never broken. Integrating the gain term over time gives their final density

\[
P(s)=2\int_0^\infty t\,F(t)\,e^{-(s-1)t}\,dt ,
\]

and the fraction of spacings below \(s\) is

\[
\frac1m\int_1^sP(s')\,ds'
=\frac2m\int_0^\infty F(t)\left[1-e^{-(s-1)t}\right]dt .
\]

At \(s=2\) this must equal 1. Indeed \(F'=-2F(1-e^{-t})/t\), so the integral with its factor 2 is \(-\int tF'\,dt=\int F\,dt=m\). The boundary term vanishes because \(tF\to0\) at both ends.

Near contact, with \(\epsilon=s-1\to0\), the integrand behaves as \(2e^{-2\gamma}e^{-\epsilon t}/t\) at large \(t\). Its integral up to \(t\sim1/\epsilon\) gives

\[
P(s)\simeq-2e^{-2\gamma}\ln(s-1)+\text{constant}.
\]

The density of spacings is thus largest at the smallest allowed distance. The formula puts 26.58% of spacings below 1.1 and 71.98% below 1.5; the simulated fractions are 26.58% and 71.97%. A histogram needs narrow bins near \(s=1\) to show the logarithmic rise.

## Scatter of strength

A real coating has flaws of different strengths. Let the mean number of flaws weaker than \(\sigma\), per length \(d\), be

\[
t=\left(\frac{\sigma}{\sigma_f}\right)^{\rho},
\]

with Weibull modulus \(\rho\). Now \(\sigma_f\) is the stress at which there is on average one active flaw per \(d\), and still \(d=\sigma_fh/\tau\). The percentage changes below depend on this choice of reference.

As the load rises, flaws are tried in order of strength. A flaw of strength \(\sigma\) must lie at least \(\sigma h/\tau\) from every crack, so the exclusion distance grows as \(r(t)=t^{1/\rho}\). A flaw closer than this never breaks, because later cracks cannot increase its distance from the nearest one. For \(s>2r\),

\[
\frac{\partial G}{\partial t}=-(s-2r)G+2\int_{s+r}^\infty G(s',t)\,ds'.
\]

Try \(G=A(t)e^{-st+2R}\) with \(R=\int_0^tr\,du\). The derivative of the exponent cancels the loss term, and the gain leaves \(A'/A=2e^{-rt}/t\). With the same normalisation as before,

\[
A=t^2\exp\left[-2\int_0^t\frac{1-e^{-r(u)u}}{u}\,du\right],\qquad
\frac{dn}{dt}=\int_{2r}^\infty(s-2r)G\,ds=\frac{A}{t^2}\,e^{2R-2rt}.
\]

Set \(v=rt=t^{1+1/\rho}\). Then \(R=\rho v/(\rho+1)\), so \(2R-2rt=-2v/(\rho+1)\). In the inner integral put \(w=u^{1+1/\rho}\), for which \(du/u=[\rho/(\rho+1)]\,dw/w\). The result is

\[
n(\infty)=\int_0^\infty\exp\left[-\frac{2v}{\rho+1}-\frac{2\rho}{\rho+1}\,\mathrm{Ein}(v)\right]dt .
\]

As \(\rho\to\infty\), \(v\to t\) and the parking constant returns, but slowly. The first exponential cuts off the \(e^{-2\gamma}/t^2\) tail at \(t\sim\rho\), and for \(1\ll t\ll\rho\) it removes \((2t/\rho)\,e^{-2\gamma}/t^2\) from the integrand. The lost density is therefore of order \((\ln\rho)/\rho\). The mean spacing is 1.4028 for \(\rho=50\), 1.4575 for 20, 1.5153 for 10 and 1.5755 for 5. A simulation with \(\rho=10\) on a film of length 3000 gave \(1.5075\pm0.0090\), within one standard error of the formula.

## Worked example: a silica-like coating on polyester

Take \(h=100\) nm, \(\sigma_f=1000\) MPa, \(\tau=50\) MPa and film modulus 70 GPa. These are round values, meant as rough typical ones for a barrier coating. Then

\[
d=\frac{1000\times100}{50}=2000\ \text{nm},\qquad
\frac dm=1.3376\times2000=2675\ \text{nm},
\]

or \(2.68\times10^4\) angstrom, which is 374 cracks per millimetre. The strain at first cracking is \(1000/70\,000=1.43\%\), for a single strength, uniaxial stress and no residual stress. The peak stress left in a segment of length \(L\) is \(\sigma_fL/(2d)\), on average 669 MPa. For a single strength, the 510 or so segments needed for 1% precision would span about 1.4 mm; with Weibull modulus 10 the number rises to roughly 630, or 1.9 mm.

With Weibull modulus 10, a rough value, the spacing becomes 3031 nm, an increase of 13.3% at fixed \(d\). In the flaw model first cracking then comes much earlier, because \(\sigma_f\) is now the stress at which there is one active flaw per 2000 nm. A film 10 mm long contains 5000 such lengths, and if the flaw law holds down to low stress, its weakest flaw breaks on average at \(\Gamma(1.1)\,5000^{-1/10}\sigma_f=0.41\,\sigma_f\), a strain of about 0.58%. This counts flaws only, not the energy a crack needs to run across the coating. With an elastic interface, a crack face relieved of stress \(q\) opens by \(2q\ell/E\), where \(\ell\) is the stress-transfer length introduced below. Integrating over \(q\) up to \(\sigma\) gives a released energy \(\sigma^2\ell/E\) per unit crack area. For \(\ell=600\) nm and \(\sigma=0.41\,\sigma_f\) this is about 1.4 J/m², well below the roughly 8 J/m² needed in bulk silica. At this stress the elastic peak shear \(\sigma h/\ell=68\) MPa already exceeds \(\tau\), so the interface yields slightly near the crack. Allowing for that raises the released energy by only about 1%, and it reaches 8 J/m² only near \(0.86\,\sigma_f\). A real coating of this kind would therefore probably start to crack later than the flaw model says. The effect of such a delay on the final spacing is not computed here.

The stress plateau is also not reached abruptly. Let \(w\) be the displacement of the coating relative to the substrate, \(k\) the interface stiffness, \(E\) the film modulus and \(S\) the remote film stress. Before yield, \(h\sigma'=kw\) and \(w'=(\sigma-S)/E\), so

\[
\ell^2\sigma''=\sigma-S,\qquad \ell^2=\frac{hE}{k}.
\]

Take \(\ell=600\) nm, or \(\lambda=\ell/d=0.30\). A purely elastic interface would carry a peak shear stress \(\sigma_fh/\ell=167\) MPa at \(S=\sigma_f\), above \(\tau\), so it yields near the cracks. Use stresses in units of \(\sigma_f\) and lengths in \(d\). Once \(S\tanh(g/2\lambda)>\lambda\), the interface under a segment of length \(g\) has yielded at both ends, and the segment has linear ends of unit slope and an elastic core of half-width \(b\),

\[
\sigma=S-\lambda\,\frac{\cosh(y/\lambda)}{\sinh(b/\lambda)},\qquad
\frac g2-b=S-\lambda\coth\frac b\lambda ,
\]

where \(y\) is measured from the middle. The first expression has unit slope at \(y=b\); the second makes the stress continuous there and fixes \(b\).

The load was raised in steps of 0.01. At each step the most overloaded flaw in each segment was broken and the stresses recomputed, until none was overloaded. With the same flaws, \(\rho=10\) and loading to \(S=3\), the spacings were:

| \(\lambda\) | mean spacing / \(d\) |
|---|---|
| 0.01 | 1.5075 |
| 0.15 | 1.5221 ± 0.0083 |
| 0.30 | 1.5440 ± 0.0078 |

The first value reproduces the abrupt-transfer simulation. At \(\lambda=0.30\) the increase over it is 2.4%, and doubling the load step moves the result by only 0.0008. The errors of the runs are correlated because the flaws are shared, and the error of the difference was not computed, so the increase should be read as roughly 2%. In this run the spacing with both effects is about 3090 nm, with a standard error of 16 nm, some 15% above the fixed-exclusion value. It belongs to the load \(S=3\), where saturation is not guaranteed: a segment of length \(1.8\,d\) then has a peak stress of \(0.879\,\sigma_f\), still slightly below its limit of \(0.9\,\sigma_f\) at very high load. Within the model, loading on to full saturation lowers the spacing at \(\lambda=0.30\) by about 0.3% more, and the average increase over abrupt transfer is then nearer 1.5%.

A modest change in the interface stress can matter as much as these corrections. Since \(d\propto1/\tau\), a warmer, softer interface with \(\tau=40\) MPa gives 3344 nm in the fixed-exclusion model, 25% more, with strength and thickness unchanged. With scattered flaws the increase is somewhat smaller: a longer \(d\) contains more flaws, which lowers the strength at that length, so that \(d\propto\tau^{-\rho/(\rho+1)}\). For \(\rho=10\) this gives about 22%. Loading to \(S=3\) means a strain of 4.29%, at which a polyester substrate may itself yield, so a constant \(\tau\) is doubtful there. Debonding, the slip history of the interface and cracks of finite length are also left out, and their effect is not sized here. Nor does the model include the energy needed to extend a crack, which in so thin a coating can control cracking and make the apparent strength \(\sigma_f\) depend on \(h\). The factor 1.338 therefore converts an exclusion distance into a mean spacing for uniform strength, abrupt stress transfer and random placement. Using it to infer \(\tau\) from a measured spacing carries over the errors found above: with \(\rho=10\) and abrupt transfer, the inferred \(\tau\) would be too low by about 12%, since \(1.3376/1.5153=0.883\). This holds only if \(\sigma_f\) is the strength at the reference length \(d\). If it is read instead from the first crack in a 10 mm film, \(0.41\,\sigma_f\) in the flaw model above, the inferred \(\tau\) is only about 0.36 of the true one. A measured strength must therefore first be converted to the length \(d\).

## Numbers as computed

```
parking constant m (quadrature) = 0.7475979
mean spacing 1/m = 1.33762 d
simulation: 40 films, each of length 100000 d
simulated mean spacing = 1.33768 +- 0.00017 d
film of 3.5 d: segments, equation 2.6667, simulated 2.6649
film of 3 d: length / mean number of segments = 1.50000 d
film of 4 d: length / mean number of segments = 1.33333 d
film of 6 d: length / mean number of segments = 1.33777 d
film of 12 d: length / mean number of segments = 1.33762 d
cracks per d after t=1: direct 0.4705, formula 0.4714
cracks per d after t=5: direct 0.6815, formula 0.6846
cracks per d after t=20: direct 0.7310, formula 0.7318
late deficit times t = 0.3152
attempts per d to come within 1% of jamming = 42.2
fraction of spacings below 1.1 d: formula 0.2658, simulated 0.2658
fraction of spacings below 1.5 d: formula 0.7198, simulated 0.7197
standard deviation of spacings = 0.2818 d
film thickness = 100 nm, strength = 1000 MPa
interface yield stress = 50 MPa, film modulus = 70 GPa
exclusion distance d = 2000 nm
mean crack spacing = 2675 nm = 26752 angstrom
crack density = 374 per mm
strain at first cracking = 1.43 %
mean peak stress left in segments = 669 MPa
mean spacing if interface yields at 40 MPa = 3344 nm
Weibull modulus = 10, film length = 3000 d
spacing with scatter: formula 1.5153 d, simulated 1.5075 +- 0.0090 d
spacing with scatter = 3031 nm, change +13.3 %
spacing with Weibull modulus 5 = 1.5755 d
spacing with Weibull modulus 20 = 1.4575 d
spacing with Weibull modulus 50 = 1.4028 d
load stepping, transfer length 0.01 d: spacing = 1.5075 d
elastic transfer length = 600 nm = 0.30 d
highest load = 3.0 strengths, strain 4.29 %
scatter + transfer 0.15 d, load step 0.01: 1.5221 +- 0.0083 d = 3044 nm
scatter + transfer 0.30 d, load step 0.01: 1.5440 +- 0.0078 d = 3088 nm
scatter + transfer 0.30 d, load step 0.02: 1.5448 +- 0.0076 d = 3090 nm
```
